Tunnelling past a donor: first-order WKB enhancement in silicon

**Problem**

An electron tunnels along a straight path of length d = 3 nm through silicon. Without nearby charges the barrier is flat, with height φ = 0.6 eV above the electron's energy, and the effective mass is m = 0.2 m₀, where m₀ is the free-electron mass. A donor of charge +e sits level with the midpoint of the path, at a sideways distance ρ = 1 nm. It is unscreened: silicon polarizes, with relative permittivity ε_r = 11.7, but no mobile carriers or metal surfaces respond to the donor.

(a) By what factor F does the donor change the WKB transmission, to first order in its potential?

(b) How good are the first-order expansion and the straight path?

**Hints**

1. Decide the sign first. Does a positive charge raise or lower the potential energy of an electron?
2. The transmission depends on the integral of the decay constant along the path. Expand the square root in that integral for a small change of barrier height.
3. The first-order change needs only the line integral of the donor potential. The derivative of asinh(x/ρ) with respect to x is 1/√(x² + ρ²).
4. For part (b), find the next term of the expansion. Then ask how far a tunnelling wave spreads sideways between two points 3 nm apart.

**Solution to (a)**

Let x run along the path from −d/2 to d/2. The donor attracts the electron, so its potential energy is −U, with

U(x) = C/√(x² + ρ²), C = e²/(4πε₀ε_r) = 0.1231 eV nm.

The local barrier height is therefore φ − U(x). The lowering is 0.123 eV at the middle and 0.068 eV at the ends.

Write the decaying wave as ψ = exp(−σ). Since ψ″ = (σ′² − σ″)ψ, the Schrödinger equation becomes

σ′² − σ″ = q², q(x) = √(2m[φ − U(x)])/ħ.

The WKB approximation drops σ″ and takes σ′ = q. This requires |q′| to be much smaller than q². Here the ratio |q′|/q² stays near or below 0.03. The transmission is the squared amplitude, which supplies a factor 2 in the exponent:

T ≈ exp(−S), S = 2∫ q dx.

Define κ = √(2mφ)/ħ = 1.775 nm⁻¹, the decay constant without the donor. Then

S = 2κ ∫ √(1 − U/φ) dx.

For small u = U/φ, √(1 − u) = 1 − u/2 − u²/8 − …. Keeping the linear term gives

S ≈ 2κd − (κ/φ)∫ U dx.

The exponent falls, so the transmission rises. Its logarithm increases by

L = (κ/φ)∫ U dx.

By hint 3, and because asinh is odd,

∫ U dx = C[asinh(d/2ρ) − asinh(−d/2ρ)] = 2C asinh(d/2ρ).

The required factor is

F = exp(L), L = (2κC/φ) asinh(d/2ρ).

For the given path, asinh(1.5) = 1.195, so

∫ U dx = 2 × 0.1231 × 1.195 = 0.294 eV nm,

L = 1.775 × 0.2941/0.6 = 0.870,

F = exp(0.870) = 2.39.

To first order, the donor multiplies the transmission by about 2.4. The average lowering is only about 0.1 eV, but it acts on an exponent of 2κd = 10.65, so a modest fractional change matters.

Two limits show how the answer depends on distance. For ρ much larger than d, asinh(d/2ρ) ≈ d/2ρ, and

L ≈ κCd/(φρ).

This is the effect of a uniform lowering C/ρ. For ρ much smaller than d, asinh(d/2ρ) ≈ ln(d/ρ), and

L ≈ (2κC/φ) ln(d/ρ).

The first-order result grows without bound as the path approaches the donor. The expansion has failed before then: at ρ = C/φ, about 0.2 nm, the lowering at the middle equals the whole barrier. The point-charge potential is also doubtful at such atomic distances. With the other inputs fixed, the formula gives F = 3.76 at ρ = 0.5 nm and 1.66 at 2 nm.

**Solution to (b): the next term**

At the middle of the path, U/φ is about 0.21. The quadratic term of the square root adds to the logarithm

L₂ = 2κ∫ U²/(8φ²) dx = (κ/4φ²)∫ U² dx.

Since the derivative of (1/ρ) arctan(x/ρ) is 1/(x² + ρ²),

∫ U² dx = (2C²/ρ) arctan(d/2ρ),

and hence

L₂ = (κC²/2φ²ρ) arctan(d/2ρ) = 0.037.

The two terms together give exp(0.870 + 0.037) = 2.48. Integrating the full square root along the same line gives 2.485. The first-order factor is thus about 4% below the complete straight-path WKB factor.

The WKB exponent omits reflection at the barrier ends. To see its effect, attach leads in which the electron has wavenumber k and the same mass. Matching ψ and ψ′ for a thick flat barrier gives an entry amplitude 2ik/(ik − κ) and an exit amplitude 2κ/(κ − ik). The product of their squared magnitudes multiplies exp(−2κd) by

P = 16k²κ²/(k² + κ²)².

Choose a kinetic energy φ in the leads, so that k = κ. Then P = 4, its maximum as κ varies, and a small change of κ at the ends alters P only at second order. A numerical solution of the one-dimensional Schrödinger equation with these leads gives transmissions of 9.50 × 10⁻⁵ without the donor and 2.35 × 10⁻⁴ with it. Their ratio is 2.47, within 1% of the complete WKB factor. This close agreement depends on the choice k = κ. For other lead energies P changes at first order in the lowering at the ends: the same equation gives a ratio of 2.79 for a lead kinetic energy of 0.06 eV and 2.22 for 5 eV, shifts of about 12% upward and 11% downward from 2.485.

**Solution to (b): the straight path**

In the flat barrier, the straight line has the smallest exponent among paths joining the two ends. A weak donor potential bends the best path by an amount proportional to U. Near a minimum, such a displacement changes the exponent by order U². Bending therefore does not enter L. It is also absent from the value 2.485, which is complete for the straight line alone.

This argument holds for a weak donor. At full strength, a detour made of two straight legs through the point charge has a WKB exponent of 9.50, slightly below the 9.74 of the straight path. WKB fails close to the charge, so that number is not a reliable transmission, but it shows that the straight line cannot be taken for granted as the best path. A wave calculation in three dimensions is needed.

A wave has a sideways width even without bending. Consider a point source and a point detector at the path ends, with the flat barrier medium extending in all directions and the same mass in every direction. Away from the source,

∇²ψ − κ²ψ = −(κ²/φ)Uψ,

because 2m/ħ² = κ²/φ. Without the donor, the response at distance r from a unit source is

g(r) = exp(−κr)/(4πr).

Let r₁ and r₂ be the distances from a point in space to the two ends. To first order, the wave reaches that point, is affected by U, and continues to the detector:

δψ = (κ²/φ)∫ g(r₁) U g(r₂) d³r.

Dividing by ψ = g(d), and doubling because the transmission is a squared amplitude, gives

L_spread = (2κ²/φ)∫ U W d³r,

W = [d/(4πr₁r₂)] exp[−κ(r₁ + r₂ − d)].

To recover the line integral, take a point at small sideways distance s from the path, with distances x₁ and x₂ along the path to its ends, so that x₁ + x₂ = d. Then

r₁ + r₂ − d ≈ (s²/2)(1/x₁ + 1/x₂) = s²d/(2x₁x₂).

The sideways integral of the exponential is

∫ exp[−κs²d/(2x₁x₂)] 2πs ds = 2πx₁x₂/(κd).

Multiplication by d/(4πx₁x₂) leaves 1/(2κ). If U varies little across this width, L_spread becomes (κ/φ)∫ U dx, as before.

At the middle, x₁ = x₂ = d/2, and the mean value of s² under this weight is d/(2κ). The root-mean-square width is

√[3/(2 × 1.775)] = 0.92 nm.

This is comparable with the donor distance, so the narrow-path condition is not met. The full three-dimensional integral nevertheless gives L_spread = 0.81. If this first-order logarithm is exponentiated, the factor is 2.25, about 6% below 2.39. The small difference is a numerical result for this geometry and does not follow from a narrow wave. For a point charge, the response is also known exactly in closed form (the Coulomb Green's function). It gives a factor of 2.34 to all orders in the donor potential, detours included.

A silicon valley with a light mass along the path has a heavy mass, about 0.92 m₀, in one sideways direction. L_spread is then about 0.78 if that direction points at the donor and 0.89 if it is perpendicular to both the path and the line to the donor.

**The result beside a real contact**

The parameters lie roughly in the regime of nickel silicide on very heavily doped n-type silicon, where the barrier is roughly 0.6 to 0.7 eV. A real depletion barrier is not flat. For uniform doping N it is approximately φ(1 − t)², where t runs from 0 at the metal to 1 at the depletion edge. Its curvature, 2φ/d², must equal e²N/(ε₀ε_r), so N = 2ε₀ε_rφ/(e²d²) = 8.6 × 10¹⁹ cm⁻³. The mean donor spacing, N^(−1/3), is then 2.3 nm, and several donors can influence one path. With d, φ at the metal, and the unscreened donor held fixed, the parabolic barrier lowers the exponent without the donor from 10.65 to 5.32. Adding the donor lowers it further to 3.35, a gain of 7.2. First order cannot be used here because the height vanishes at the depletion edge; this number comes from the complete WKB integral, with no decay where the path becomes classically allowed. It is not a device prediction: the parabola already contains the average donor charge, and real carriers and the metal screen the added donor. A device calculation therefore needs a realistic barrier shape and screening.

Other neglected effects can be sized for the original flat barrier. Silicon also has valleys with a mass of roughly 0.92 m₀ along suitable paths. Their enhancement is larger, 6.5, but their factor exp(−2κd) without the donor is 1.2 × 10⁻¹⁰, against 2.4 × 10⁻⁵ for the light mass. They contribute little here. At 300 K, an electron with an extra thermal energy of 0.026 eV has F = 2.43 instead of 2.39. The Boltzmann factor for reaching the barrier top is 8.3 × 10⁻¹¹, far below the light-mass tunnelling factor. The depletion field peaks at 2φ/(ed) = 4 MV/cm, but at zero bias the total drop is 0.6 V in this model, or about 0.66 V if φ is measured from the Fermi level, which lies slightly above the band edge at this doping. Either value is below the silicon gap of roughly 1.12 eV divided by e. An electron crossing the layer cannot gain enough energy from it to create an electron–hole pair.

**Variation 1: metal at the ends of the path**

Place an ideal metal plane at x = −d/2, keeping the flat barrier and all other inputs fixed. The donor at x = 0 acquires an image of charge −e at x = −d. The image raises the electron's energy, so the net lowering is

U₁ = C/√(x² + ρ²) − C/√[(x + d)² + ρ²].

In the second term, x + d runs from d/2 to 3d/2. Integration gives

∫ U₁ dx = C[3 asinh(d/2ρ) − asinh(3d/2ρ)] = 0.169 eV nm.

Thus L = 1.775 × 0.1692/0.6 = 0.50, and F = 1.65.

With a second plane at x = d/2, repeated reflection produces charges (−1)ⁿe at x = nd for every integer n. Reflection in either plane pairs opposite charges, so the potential vanishes on both. Define aₙ = asinh[(n + ½)d/ρ]. For n ≥ 1, each of the charges at ±nd contributes (−1)ⁿC(aₙ − aₙ₋₁) to the line integral, so

∫ U₂ dx = 2C[a₀ + Σ (−1)ⁿ(aₙ − aₙ₋₁)], n = 1, 2, 3, ….

The terms alternate in sign and shrink roughly as 1/n, so the sum converges. It gives 0.1205 eV nm and F = 1.43. The word "unscreened" therefore carries much of the original answer: one plane removes about 42% of L, and two remove about 59%. The electron's own image potential is left out of these comparisons.

**Variation 2: a barrier with two bands**

Deep in a gap, the valence band also affects the decay. A simple two-band model with gap G uses

κ_G² = (2m/ħ²)φ(1 − φ/G).

The donor shifts both band edges together, so G stays fixed while φ becomes φ − U. Differentiation gives

2κ_G dκ_G/dφ = (κ²/φ)(1 − 2φ/G).

The first-order gain is L_G = 2(dκ_G/dφ)∫ U dx. Substituting κ_G = κ√(1 − φ/G) yields

L_G = L(1 − 2φ/G)/√(1 − φ/G).

The relevant gap depends on which valence states connect to the tunnelling valley. For a gap at fixed lateral wavevector of roughly 4 eV, the multiplier is 0.70/√0.85 = 0.76, and F falls to 1.94.

Using the indirect gap of roughly 1.12 eV is a severe comparison. The electron then lies close to midgap, where κ_G is stationary, and first order gives F = 0.91. The reversed sign is not reliable. The height φ − U gives the same κ_G as φ when U = G − 2(G − φ) = 2φ − G = 0.08 eV. The actual lowering exceeds this at the middle of the path, where the donor reduces κ_G, and falls below it at the ends, where the donor increases κ_G. The sound conclusion for this gap is that the linear effect nearly cancels, so higher terms must be kept: integrating the complete κ_G along the path gives F = 1.02.

The numerical output lists most of the values used above; most of the others follow from the formulas given.

Computed results

```
Path length d: 3 nm
Sideways distance rho: 1 nm
Barrier height phi: 0.6 eV
Mass over electron mass: 0.2 (no unit)
Relative permittivity: 11.7 (no unit)
Decay constant kappa: 1.775 1/nm
Coulomb constant C: 0.1231 eV nm
Lowering at middle: 0.1231 eV
Lowering at path ends: 0.06827 eV
asinh(d/2rho): 1.195 (no unit)
Line integral of lowering: 0.2941 eV nm
Flat-barrier exponent 2 kappa d: 10.65 (no unit)
Flat-barrier exp(-2 kappa d): 2.374e-05 (no unit)
First-order log gain L: 0.8699 (no unit)
First-order enhancement F: 2.387 (no unit)
F at rho = 0.5 nm: 3.758 (no unit)
F at rho = 2 nm: 1.656 (no unit)
Second-order log term L2: 0.03669 (no unit)
Complete straight-path WKB enhancement: 2.485 (no unit)
1D Schroedinger flat transmission: 9.496e-05 (no unit)
1D Schroedinger donor transmission: 0.0002346 (no unit)
1D Schroedinger enhancement: 2.471 (no unit)
Log gain with sideways spreading: 0.809 (no unit)
Enhancement with sideways spreading: 2.25 (no unit)
Line integral, one metal plane: 0.1692 eV nm
Enhancement, one metal plane: 1.65 (no unit)
Line integral, two metal planes: 0.1205 eV nm
Enhancement, two metal planes: 1.428 (no unit)
Rough gap at fixed lateral wavevector: 4 eV
Two-band enhancement, that gap: 1.94 (no unit)
Rough indirect gap: 1.12 eV
Two-band enhancement, indirect gap: 0.913 (no unit)
Rough heavy silicon mass ratio: 0.92 (no unit)
Enhancement, heavy mass: 6.46 (no unit)
Flat exp(-2 kappa d), heavy mass: 1.21e-10 (no unit)
Parabolic-barrier exponent, no donor: 5.324 (no unit)
Parabolic-barrier exponent, donor: 3.345 (no unit)
Parabolic-barrier complete WKB gain: 7.23 (no unit)
Doping for 3 nm depletion: 8.62e+19 cm^-3
Mean donor spacing at that doping: 2.26 nm
Peak depletion field: 4 MV/cm
Temperature: 300 K
Thermal energy: 0.02585 eV
First-order gain at kT higher energy: 2.433 (no unit)
Boltzmann factor for barrier top: 8.33e-11 (no unit)
```
